# Hydrogen on a chain with nearest-neighbour exclusion, and Sieverts' law: a numerical check

```python
"""
Hydrogen on a chain with nearest-neighbour exclusion, in contact with H2 gas.
Result under test: z = x(1-x)/(1-2x)^2 and p = p0(T) z^2, where
  x  = H atoms per site (0 < x < 1/2),   z = activity of H on the chain,
  p  = H2 pressure,   p0 = pressure at which z = 1.
Sieverts' law p = p0 x^2 is the small-x limit.
Energies are in eV, temperatures in K, pressures in Pa (printed in Torr).
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln

KB = sc.k / sc.e                      # eV/K
TORR = sc.torr                        # Pa

# Rough typical inputs for a hydride-forming getter metal
TEMP = 700.0
SITE_ENERGY = -0.6                    # per H, from half the H2 ground level
SITE_QUANTUM = 0.1                    # isotropic oscillator quantum
ROT_TEMP = 85.0                       # rough H2 rotational temperature
VIB_QUANTUM = 0.52                    # rough H2 vibrational quantum
REPULSION = 0.3                       # finite nearest-neighbour repulsion
SECOND = 0.03                         # second-neighbour repulsion
ATTRACTION = 0.2                      # A in the elastic energy -A N^2/(2L)
VIRIAL = 2.5e-29                      # rough H2 second virial, m^3/molecule
X_REF = 0.2


def activity(x):
    return x * (1 - x) / (1 - 2 * x) ** 2


def filling(z):
    return 0.5 * (1 - 1 / np.sqrt(1 + 4 * z))


def gas_sum_per_volume(temp):
    """H2 partition function per volume, nuclear spin included."""
    mass = 2 * (sc.m_p + sc.m_e)
    wavelength = sc.h / np.sqrt(2 * np.pi * mass * sc.k * temp)
    j = np.arange(40)
    spin = np.where(j % 2 == 0, 1, 3)
    rot = np.sum(spin * (2 * j + 1) * np.exp(-j * (j + 1) * ROT_TEMP / temp))
    vib = 1 / (1 - np.exp(-VIB_QUANTUM / (KB * temp)))
    return rot * vib / wavelength ** 3


def site_sum(temp):
    """Proton spin factor times three oscillators, from the lowest level."""
    return 2 / (1 - np.exp(-SITE_QUANTUM / (KB * temp))) ** 3


def pressure_scale(temp):
    return (sc.k * temp * gas_sum_per_volume(temp)
            * np.exp(2 * SITE_ENERGY / (KB * temp)) / site_sum(temp) ** 2)


# Transfer matrices: the exclusion chain and less idealised variants
def chain(z):
    return np.array([[1.0, z], [1.0, 0.0]])


def soft_chain(z):
    return np.array([[1.0, z], [1.0, z * np.exp(-REPULSION / (KB * TEMP))]])


def second_chain(z):
    # states are the last two sites: 00, 01, 10
    w = np.exp(-SECOND / (KB * TEMP))
    return np.array([[1.0, z, 0.0], [0.0, 0.0, 1.0], [1.0, z * w, 0.0]])


def square_lattice(width):
    states = [s for s in range(2 ** width)
              if s & ((s >> 1) | ((s & 1) << (width - 1))) == 0]
    states = np.array(states)
    count = np.array([bin(s).count("1") for s in states])
    allowed = (states[:, None] & states[None, :]) == 0
    power = 0.5 * (count[:, None] + count[None, :])
    return lambda z: allowed * z ** power


def matrix_filling(build, z, width=1):
    """x = d ln(largest eigenvalue)/d ln z per site, by finite difference."""
    step = 1e-4
    logs = [np.log(np.max(np.linalg.eigvals(build(z * np.exp(s))).real))
            for s in (step, -step)]
    return (logs[0] - logs[1]) / (2 * step * width)


def matrix_activity(build, x, width=1):
    root = brentq(lambda u: matrix_filling(build, np.exp(u), width) - x,
                  -8, 4, xtol=1e-9)
    return np.exp(root)


# Test: explicit enumeration of every allowed configuration on a ring
RING = 20
codes = np.arange(2 ** RING)
codes = codes[(codes & ((codes >> 1) | ((codes & 1) << (RING - 1)))) == 0]
bits = ((codes[:, None] >> np.arange(RING)) & 1).astype(float)
atoms = bits.sum(axis=1)
for x in (0.05, 0.2, 0.3):
    z = activity(x)
    weight = z ** atoms
    total = weight.sum()
    trace = np.trace(np.linalg.matrix_power(chain(z), RING))
    assert abs(total / trace - 1) < 1e-11
    prob = weight / total
    mean = prob @ atoms
    variance = prob @ (atoms - mean) ** 2
    assert abs(mean / RING - x) < 1e-5
    assert abs(variance / mean - (1 - x) * (1 - 2 * x)) < 1e-4
    empty3 = prob @ np.prod(1 - bits[:, :3], axis=1)
    assert abs(empty3 - (1 - 2 * x) ** 2 / (1 - x)) < 1e-5
    for r in (1, 2, 3, 4):
        corr = prob @ (bits[:, 0] * bits[:, r]) - (mean / RING) ** 2
        assert abs(corr - x * (1 - x) * (-x / (1 - x)) ** r) < 1e-5


# Test: canonical counting, first against enumeration, then for a long ring
def log_count(n, sites):
    return (np.log(sites) - np.log(sites - n) + gammaln(sites - n + 1)
            - gammaln(n + 1) - gammaln(sites - 2 * n + 1))


for n in range(RING // 2 + 1):
    assert abs(np.exp(log_count(n, RING)) / np.sum(atoms == n) - 1) < 1e-10
for x in (0.01, 0.1, 0.3, 0.45):
    big = 1e6
    n = x * big
    log_z = -(log_count(n + 1, big) - log_count(n - 1, big)) / 2
    assert abs(np.exp(log_z) / activity(x) - 1) < 2e-4

# Test: departure from Sieverts' law, using numerical eigenvalues
log_grid = np.arange(-4, 3, 0.02)
x_grid = np.array([matrix_filling(chain, np.exp(u)) for u in log_grid])
assert np.max(np.abs(x_grid - filling(np.exp(log_grid)))) < 1e-7
assert np.all(np.diff(np.exp(log_grid) / x_grid) > 0)
slope = 1 / np.gradient(np.log(x_grid), log_grid)
expected = 1 / ((1 - x_grid) * (1 - 2 * x_grid))
assert np.max(np.abs(slope / expected - 1)[1:-1]) < 1e-3
z_small = 1e-3
x_small = matrix_filling(chain, z_small)
first_coeff = (z_small / x_small - 1) / x_small
assert abs(first_coeff - 3) < 0.02
ratio_attr = z_small * np.exp(-ATTRACTION * x_small / (KB * TEMP)) / x_small
coeff_attr = 3 - ATTRACTION / (KB * TEMP)
assert abs((ratio_attr - 1) / x_small - coeff_attr) < 0.03
gap = 0.5 - matrix_filling(chain, 1e6)
assert abs(gap * 4 * np.sqrt(1e6) - 1) < 1e-3


# Test: equilibrium of gas and chain in a closed box by minimising F/kT
def closed_box(temp, attraction):
    sites, all_atoms, volume = 1e5, 4e4, 2e-18
    kt = KB * temp

    def free_energy(n):
        mol = (all_atoms - n) / 2
        gas = gammaln(mol + 1) - mol * np.log(volume * gas_sum_per_volume(temp))
        solid = (n * SITE_ENERGY / kt - n * np.log(site_sum(temp))
                 - log_count(n, sites) - attraction * n ** 2 / (2 * sites * kt))
        return gas + solid

    best = minimize_scalar(free_energy, bounds=(10, all_atoms - 10),
                           method="bounded", options={"xatol": 1e-4}).x
    return best / sites, (all_atoms - best) / 2 * sc.k * temp / volume


for temp, attr in ((TEMP, 0.0), (900.0, 0.0), (TEMP, ATTRACTION)):
    x_box, p_box = closed_box(temp, attr)
    p_law = (pressure_scale(temp) * activity(x_box) ** 2
             * np.exp(-2 * attr * x_box / (KB * temp)))
    assert abs(p_box / p_law - 1) < 2e-3

# Test: loss of stability caused by the long-range attraction
t_crit = ATTRACTION / (6 * np.sqrt(3) * KB)
x_crit = (3 - np.sqrt(3)) / 6
for scale, stable in ((1.02, True), (0.98, False)):
    isotherm = log_grid - ATTRACTION * x_grid / (KB * t_crit * scale)
    assert np.all(np.diff(isotherm) > 0) == stable
steepest = x_grid[np.argmax(np.gradient(x_grid, log_grid))]
assert abs(steepest - x_crit) < 0.005

# Test: exclusion between parallel chains (square lattice)
square8, square10 = square_lattice(8), square_lattice(10)
x_sq = matrix_filling(square8, 1e-3, 8)
assert abs((1e-3 / x_sq - 1) / x_sq - 5) < 0.1
z_square = matrix_activity(square8, X_REF, 8)
assert abs(matrix_activity(square10, X_REF, 10) / z_square - 1) < 5e-3

# Worked example
p0 = pressure_scale(TEMP)
z_ref = activity(X_REF)
p_ref = p0 * z_ref ** 2
x_ten = brentq(lambda x: (activity(x) / x) ** 2 - 1.1, 1e-6, 0.2)

print(f"temperature: {TEMP:.0f} K; kT = {KB * TEMP:.5f} eV")
print(f"site energy per H: {SITE_ENERGY:.2f} eV")
print(f"site oscillator quantum: {SITE_QUANTUM:.2f} eV")
print(f"H2 rotational temperature (rough): {ROT_TEMP:.0f} K")
print(f"H2 vibrational quantum (rough): {VIB_QUANTUM:.2f} eV")
print(f"site sum with proton spin, 2 q_s: {site_sum(TEMP):.4f}")
print(f"H2 sum per volume: {gas_sum_per_volume(TEMP):.4e} m^-3")
print(f"pressure scale p0: {p0 / TORR:.4f} Torr = {p0:.2f} Pa")
print("x | z | p (Torr) | Sieverts p (Torr) | p ratio | dlnp/dlnx")
for x in (0.01, 0.05, 0.1, 0.2, 0.3, 0.4):
    z = activity(x)
    print(f"{x:.2f} | {z:.5f} | {p0 * z**2 / TORR:.4e} | "
          f"{p0 * x**2 / TORR:.4e} | {(z / x)**2:.3f} | "
          f"{2 / ((1 - x) * (1 - 2 * x)):.3f}")
print(f"filling where p is 10% above Sieverts: {x_ten:.5f}")
print(f"first coefficient of z/x, numerical at z=0.001: {first_coeff:.4f}")
print(f"reference filling: {X_REF:.2f}; pressure {p_ref / TORR:.4f} Torr")
print(f"Sieverts filling at that pressure: {np.sqrt(p_ref / p0):.4f}")
print(f"P(000) at reference: {(1 - 2*X_REF)**2 / (1 - X_REF):.4f}")
print(f"P(000) if sites were independent: {(1 - X_REF)**3:.4f}")
print(f"neighbour-pair correlation: {-X_REF**2:.4f}")
print(f"correlation ratio per site: {-X_REF / (1 - X_REF):.4f}")
print("filling on heating at the reference pressure:")
for temp in (600.0, 700.0, 800.0, 900.0):
    p0_t = pressure_scale(temp)
    print(f"  {temp:.0f} K: p0 = {p0_t / TORR:.4e} Torr, "
          f"x = {filling(np.sqrt(p_ref / p0_t)):.4f}")
print("neglected effects, factor on p at the reference filling:")
soft = (matrix_activity(soft_chain, X_REF) / z_ref) ** 2
second = (matrix_activity(second_chain, X_REF) / z_ref) ** 2
print(f"  finite repulsion {REPULSION:.2f} eV: {soft:.4f}")
print(f"  second-neighbour repulsion {SECOND:.2f} eV: {second:.4f}")
print(f"  square-lattice exclusion: {(z_square / z_ref)**2:.4f}")
attr_factor = np.exp(-2 * ATTRACTION * X_REF / (KB * TEMP))
print(f"  elastic attraction A = {ATTRACTION:.2f} eV: {attr_factor:.4f}")
print(f"  site energy higher by 0.05 eV: {np.exp(0.1 / (KB * TEMP)):.3f}")
print(f"H2 second virial (rough): {VIRIAL:.1e} m^3 per molecule")
print(f"gas nonideality B p/kT: {VIRIAL * p_ref / (sc.k * TEMP):.2e}")
print(f"p/(Sieverts p) with attraction: {(z_ref/X_REF)**2*attr_factor:.4f}")
print(f"first coefficient with attraction: {coeff_attr:.4f}")
print(f"temperature where it vanishes: {ATTRACTION / (3 * KB):.1f} K")
print(f"critical temperature: {t_crit:.1f} K at x = {x_crit:.4f}")
print("no test failed")
```

Running it gives:

```
temperature: 700 K; kT = 0.06032 eV
site energy per H: -0.60 eV
site oscillator quantum: 0.10 eV
H2 rotational temperature (rough): 85 K
H2 vibrational quantum (rough): 0.52 eV
site sum with proton spin, 2 q_s: 3.7712
H2 sum per volume: 1.7089e+32 m^-3
pressure scale p0: 1.9972 Torr = 266.27 Pa
x | z | p (Torr) | Sieverts p (Torr) | p ratio | dlnp/dlnx
0.01 | 0.01031 | 2.1222e-04 | 1.9972e-04 | 1.063 | 2.061
0.05 | 0.05864 | 6.8680e-03 | 4.9929e-03 | 1.376 | 2.339
0.10 | 0.14062 | 3.9495e-02 | 1.9972e-02 | 1.978 | 2.778
0.20 | 0.44444 | 3.9450e-01 | 7.9887e-02 | 4.938 | 4.167
0.30 | 1.31250 | 3.4404e+00 | 1.7975e-01 | 19.141 | 7.143
0.40 | 6.00000 | 7.1898e+01 | 3.1955e-01 | 225.000 | 16.667
filling where p is 10% above Sieverts: 0.01559
first coefficient of z/x, numerical at z=0.001: 3.0080
reference filling: 0.20; pressure 0.3945 Torr
Sieverts filling at that pressure: 0.4444
P(000) at reference: 0.4500
P(000) if sites were independent: 0.5120
neighbour-pair correlation: -0.0400
correlation ratio per site: -0.2500
filling on heating at the reference pressure:
  600 K: p0 = 5.9307e-02 Torr, x = 0.3514
  700 K: p0 = 1.9972e+00 Torr, x = 0.2000
  800 K: p0 = 2.7293e+01 Torr, x = 0.0891
  900 K: p0 = 2.0427e+02 Torr, x = 0.0389
neglected effects, factor on p at the reference filling:
  finite repulsion 0.30 eV: 0.9878
  second-neighbour repulsion 0.03 eV: 1.6636
  square-lattice exclusion: 2.6163
  elastic attraction A = 0.20 eV: 0.2655
  site energy higher by 0.05 eV: 5.248
H2 second virial (rough): 2.5e-29 m^3 per molecule
gas nonideality B p/kT: 1.36e-07
p/(Sieverts p) with attraction: 1.3110
first coefficient with attraction: -0.3156
temperature where it vanishes: 773.6 K
critical temperature: 223.3 K at x = 0.2113
no test failed
```
